# Primary isotope effect in β-hydride elimination from zero-point energies, part 2

In β-hydride elimination a hydrogen passes from the β-carbon C of a metal alkyl to the metal M. The question is which vibrational frequencies are needed to interpret the kinetic isotope effect (KIE) \(k_H/k_D\), the ratio of rate constants when this atom is hydrogen or deuterium. The reactant is the resting precursor, and the transfer is irreversible and rate-limiting. The model assumes one potential surface for both isotopes, harmonic vibrations, no recrossing and classical motion along the reaction coordinate (momentum \(p\)). In the clamped frame only the transferred atom, of mass \(m\), moves.

The saddle, marked \(\ddagger\), has energy \(V^\ddagger\) above the reactant minimum. Real modes are labelled \(i\) in the reactant and \(j\) at the saddle, with angular frequencies \(\omega\) and \(u=\hbar\omega/k_BT\). The crossing flux contains

\[
\int_0^\infty \frac{p}{m}\,e^{-p^2/(2mk_BT)}\,dp
=k_BT\int_0^\infty e^{-y}\,dy=k_BT.
\]

The zero-point differences and the excitation factor are

\[
\Delta Z_R=\frac{\hbar}{2}\sum_i(\omega_{i,H}-\omega_{i,D}),
\qquad
\Delta Z^\ddagger=\frac{\hbar}{2}\sum_j(\omega^\ddagger_{j,H}-\omega^\ddagger_{j,D}),
\]

\[
X=\prod_i\frac{1-e^{-u_{i,H}}}{1-e^{-u_{i,D}}}
\;\prod_j\frac{1-e^{-u^\ddagger_{j,D}}}{1-e^{-u^\ddagger_{j,H}}}.
\]

The zero-point formula is the rate ratio with \(X=1\):

\[
\frac{k_H}{k_D}=X\exp\left[\frac{\Delta Z_R-\Delta Z^\ddagger}{k_BT}\right].
\]

Rydberg atomic units are used: \(\hbar=1\), the mass unit is twice the electron mass, \(m_H=918.58\) and \(m_D=1835.74\). Energies are in mRy and force constants \(\kappa\) in Ry/bohr². At 400 K, \(k_BT=2.5334\) mRy.

The model reactant has a C–H stretch (0.64), contributing 3.862 mRy to \(\Delta Z_R\), and two bends (0.12 each), contributing 1.672 mRy each. At 400 K the stretch alone would give a ratio of 4.59, and all three reactant modes without the saddle 17.2. In the zero-point regime the effect is inverse if \(\sum_j\sqrt{\kappa^\ddagger_j}\) exceeds \(\sum_i\sqrt{\kappa_i}\). A deliberately stiff saddle with constants 0.80 and 0.70 illustrates this, with a ratio of 0.56 at 300 K.

## The opposing saddle modes and the limits of the exponential

The transferred atom has mass \(m_H\) or \(m_D\), reactant force constants \(\kappa_i\) and real saddle constants \(\kappa_j^\ddagger\). With \(u=\hbar\omega/k_BT\), the harmonic rate ratio without tunnelling is

\[
\frac{k_H}{k_D}
=\prod_i\frac{\sinh(u_{i,H}/2)}{\sinh(u_{i,D}/2)}
\prod_j\frac{\sinh(u^\ddagger_{j,D}/2)}{\sinh(u^\ddagger_{j,H}/2)}
=X\exp\left[\frac{\Delta Z_R-\Delta Z^\ddagger}{k_BT}\right].
\]

The \(\Delta Z\) are zero-point energies of hydrogen minus deuterium, and \(X\), the factor from excited levels, tends to 1 on cooling. In a clamped frame \(\omega=\sqrt{\kappa/m}\). For the model reactant, \(\kappa_i=0.64,\,0.12,\,0.12\) Ry/bohr² and \(\Delta Z_R=7.21\) mRy. What remains is to find the saddle constants.

The saddle of β-elimination is a four-centre arrangement of the metal, two carbons and the hydrogen, so the path C–H–M is bent. Let \(\theta\) be the angle at the hydrogen, and take equal C–H and H–M distances \(r\). The model energy for small changes \(\delta r_1\) and \(\delta r_2\) of these distances, a change \(\delta\theta\) of the angle and a displacement \(z\) out of the C–H–M plane is

\[
V-V^\ddagger=\frac f2(\delta r_1^2+\delta r_2^2)+f_{12}\,\delta r_1\delta r_2
+\frac{k_\theta}{2}\delta\theta^2+\frac g2z^2.
\]

The coupling \(f_{12}\) is positive and larger than \(f\). The energy then falls when one bond lengthens while the other shortens by the same amount, as it must along this symmetric transfer.

Let \(\mathbf a\) be the unit vector from C to H and \(\mathbf b\) the unit vector from M to H. They satisfy \(\mathbf a\cdot\mathbf b=\cos\theta\), since reversing both vectors leaves their product unchanged. For a displacement \(\boldsymbol\xi\) of the hydrogen, \(\delta r_1=\mathbf a\cdot\boldsymbol\xi\) and \(\delta r_2=\mathbf b\cdot\boldsymbol\xi\) to first order. First order is enough for the force constants: the energy is already quadratic in the internal changes, so their second-order parts enter only at third order.

The vectors \(\mathbf a+\mathbf b\) and \(\mathbf a-\mathbf b\) are perpendicular, because \(\mathbf a^2-\mathbf b^2=0\). Their squared lengths are \(2+2\cos\theta=4\cos^2(\theta/2)\) and \(2-2\cos\theta=4\sin^2(\theta/2)\). Call the components of \(\boldsymbol\xi\) along their directions \(x_s\) and \(x_a\). The first runs across the transfer, away from the C–M line, and the second runs along the transfer, parallel to that line. Half the sum and half the difference of the two vectors recover \(\mathbf a\) and \(\mathbf b\), so that

\[
\delta r_1=x_s\cos\frac\theta2+x_a\sin\frac\theta2,
\qquad
\delta r_2=x_s\cos\frac\theta2-x_a\sin\frac\theta2.
\]

Squaring and adding removes the cross terms, and the product is a difference of squares:

\[
\delta r_1^2+\delta r_2^2
=2x_s^2\cos^2\frac\theta2+2x_a^2\sin^2\frac\theta2,
\]

\[
\delta r_1\delta r_2
=x_s^2\cos^2\frac\theta2-x_a^2\sin^2\frac\theta2.
\]

The stretching energy is therefore \((f+f_{12})\cos^2(\theta/2)\,x_s^2+(f-f_{12})\sin^2(\theta/2)\,x_a^2\).

The angle term needs \(\delta\theta\). The hydrogen stands at height \(h=r\cos(\theta/2)\) above the C–M line, whose half-length is \(d=r\sin(\theta/2)\), and \(\tan(\theta/2)=d/h\). Differentiating at fixed \(d\) gives

\[
\frac{\delta\theta}{2\cos^2(\theta/2)}=-\frac{d}{h^2}\,x_s,
\qquad
\delta\theta=-\frac{2\sin(\theta/2)}{r}\,x_s.
\]

A displacement \(x_a\) does not change \(\theta\) to first order, because the mirror image that exchanges C and M turns \(x_a\) into \(-x_a\) and leaves the angle as it was. For the same reason, with reflection in the molecular plane, \(z\) changes neither the distances nor the angle to first order. The angle energy is \(\tfrac12(4k_\theta/r^2)\sin^2(\theta/2)\,x_s^2\). Choosing \(k_\theta=gr^2/4\) turns its constant into \(g\sin^2(\theta/2)\). Comparing the total with \(\tfrac12\kappa x^2\) for each direction gives

\[
\kappa_a=2(f-f_{12})\sin^2\frac\theta2,
\]

\[
\kappa_s=2(f+f_{12})\cos^2\frac\theta2+g\sin^2\frac\theta2,
\]

and \(g\) for motion out of the plane. The constant \(\kappa_a\) is negative and belongs to the reaction coordinate. The two real constants are \(\kappa_s\) and \(g\). As \(\theta\) approaches 180° they become equal, as the two transverse directions of a straight transfer should be; this is the reason for the choice of \(k_\theta\). Second derivatives taken numerically from the distances and the angle agreed with these expressions in tests at 90°, 120° and 150°.

Replacing \(\cos^2(\theta/2)\) by \(1-\sin^2(\theta/2)\) shows the effect of bending:

\[
\kappa_s=2(f+f_{12})-\left[2(f+f_{12})-g\right]\sin^2\frac\theta2.
\]

If \(2(f+f_{12})>g\), a smaller angle gives a stiffer mode. In a nearly straight transfer, sideways motion of the hydrogen hardly changes either bond length. In a bent one it lengthens or shortens both bonds together, and the stretching constants resist.

In the clamped frame, a stiffer saddle mode lowers the harmonic isotope effect at any temperature, not just in the zero-point regime. Since \(u\) is proportional to \(\sqrt\kappa\), \(du/d\ln\kappa=u/2\). One saddle factor therefore obeys

\[
\frac{d}{d\ln\kappa}\ln\frac{\sinh(u_D/2)}{\sinh(u_H/2)}
=\frac12\left[\frac{u_D}{2}\coth\frac{u_D}{2}
-\frac{u_H}{2}\coth\frac{u_H}{2}\right].
\]

The function \(y\coth y\) has the derivative \((\tfrac12\sinh2y-y)/\sinh^2y\), which is positive for \(y>0\) because \(\sinh2y>2y\). As \(u_H>u_D\), the bracket is negative.

The worked saddle has \(\theta=90^\circ\), \(r=3\) bohr, \(f=0.08\), \(f_{12}=0.14\) and \(g=0.08\) Ry/bohr². Both squared half-angle functions equal \(1/2\), so

\[
\kappa_a=0.08-0.14=-0.06,
\qquad
\kappa_s=(0.08+0.14)+0.04=0.26\ {\rm Ry/bohr^2}.
\]

The mode across the transfer has frequencies \(\sqrt{0.26/918.58}\) Ry \(=16.82\) mRy for hydrogen and 11.90 mRy for deuterium, a zero-point difference of 2.46 mRy. The out-of-plane mode, with 9.33 and 6.60 mRy, adds 1.37 mRy. The opposing total is \(\Delta Z^\ddagger=3.83\) mRy, and

\[
\Delta Z_R-\Delta Z^\ddagger=7.207-3.827=3.380\ {\rm mRy}=4.44\ {\rm kJ/mol}.
\]

At 400 K the zero-point formula gives

\[
\exp\left(\frac{3.380}{2.5334}\right)=3.80.
\]

Equivalently, the saddle modes multiply the reactant value of 17.2 by 0.221. The stretch alone gave 4.59, which is not far from the net value. The reason is a near balance in this example: the two reactant bends supply 3.34 mRy and the saddle modes take back 3.83 mRy. With other force constants the balance would be different, so the closeness does not justify the stretch-only estimate.

The full harmonic ratio is 3.81, so \(X=1.003\). This small correction also conceals a cancellation. The bends contribute a factor of 1.064 to \(X\), from \(u=4.51\) for hydrogen and 3.19 for deuterium. The out-of-plane saddle mode contributes 0.950, the mode across the transfer 0.992 and the stretch 1.001. Their product is 1.003. Summing grid levels for all five modes gave the same ratio, in a test independent of the hyperbolic formula.

The cancellation does not persist on heating:

| T (K) | Zero-point formula | Full harmonic |
|---:|---:|---:|
| 300 | 5.92 | 5.91 |
| 400 | 3.80 | 3.81 |
| 600 | 2.43 | 2.49 |
| 1000 | 1.71 | 1.82 |
| 3000 | 1.19 | 1.46 |

The two highest temperatures are there to show the approach to the limit, not as conditions for a precursor. For small \(u\), \(\sinh(u/2)\simeq(u/2)(1+u^2/24)\). The leading factor of each reactant mode is \(u_H/u_D=\sqrt{m_D/m_H}\), and that of each saddle mode is the inverse. Three reactant modes against two saddle modes leave one such factor. Taking the logarithm and using \(\omega^2=\kappa/m\) in the corrections gives

\[
\ln\frac{k_H}{k_D}\simeq\frac12\ln\frac{m_D}{m_H}
+\frac{\hbar^2}{24(k_BT)^2}
\left(\frac1{m_H}-\frac1{m_D}\right)
\left(\sum_i\kappa_i-\sum_j\kappa_j^\ddagger\right).
\]

The limit is \(\sqrt{m_D/m_H}=1.41\), whereas the zero-point exponential tends to 1. The surviving factor is classical: with equal thermal energy, the lighter atom moves faster. At 3000 K the second term is 0.034, and \(1.4137\,e^{0.034}=1.46\), as in the table. Fitting a pure exponential with unit prefactor therefore distorts the inferred zero-point difference if the data reach high temperature. For this model a least-squares fit of the logarithm overestimates it by 0.5% over 300–600 K, by 2% over 300–1000 K and by 9% over 300–3000 K.

The effect of the angle at 400 K, with all other saddle parameters held fixed, follows the derived trend. At 90°, 120° and 150° the constant \(\kappa_s\) is 0.26, 0.17 and 0.10 Ry/bohr², and the full ratio is 3.8, 4.5 and 5.3. In a real series of compounds \(f\), \(f_{12}\) and \(g\) would change with the angle as well, so these numbers isolate one cause and do not predict such a series.

The clamped frame can now be released. Let the heavy atoms C and M move as well, with springs tying them to fixed points that stand for the rest of the molecule, so that there is no free translation or rotation. The squared frequencies are the eigenvalues of the matrix of second derivatives with each element divided by \(\sqrt{m_km_l}\), the masses of the two coordinates involved. In these mass-weighted coordinates the flux integral again gives \(k_BT\), so the product formula holds with \(i\) and \(j\) running over all real modes. The determinant of the weighted matrix is that of the unweighted one divided by all the masses, each taken three times. Hence the product of all \(|\omega|\) scales with the transferred mass as \(m^{-3/2}\), both at the minimum and at the saddle. At the saddle, however, the imaginary frequency \(\omega^\ddagger\) is absent from the partition function and must be divided out. In the hot limit

\[
\frac{k_H}{k_D}\to
\left(\frac{m_D}{m_H}\right)^{3/2}
\left(\frac{m_H}{m_D}\right)^{3/2}
\frac{|\omega^\ddagger_H|}{|\omega^\ddagger_D|}
=\frac{|\omega^\ddagger_H|}{|\omega^\ddagger_D|}.
\]

For a clamped frame this again equals \(\sqrt{m_D/m_H}\).

Take C of mass 12 u, M of mass 100 u and springs of 0.30 Ry/bohr². Let the reactant bends act on the sideways displacement of H relative to C, with M uncoupled in the reactant, and let the out-of-plane term at the saddle act on the displacement of H relative to the mean of those of C and M. The ratio of C–H to C–D stretching frequencies then falls from 1.414 to 1.357, mainly because the carbon now shares the motion and the isotope changes only part of the moving mass: the reduced masses of a free C–H pair give 1.362, and the spring on carbon accounts for the rest. The zero-point differences become 6.99 mRy for the reactant and 3.81 mRy for the saddle. Most of the change is thus in the reactant. At 400 K the zero-point formula gives

\[
\exp\left(\frac{6.986-3.807}{2.5334}\right)=3.51,
\]

and the full ratio is 3.59, about 6% below the clamped value. This figure belongs to the model: springs between 0.03 and 3 Ry/bohr² move the ratio from 3.55 to 3.69, and a real alkyl group, whose other hydrogens are light and are not represented here, can depart further from the clamped result. The hot limit is 1.40. In a further test, frame masses increased by a factor of \(10^5\) restored the clamped ratio.

One assumption whose condition this example does not meet is classical motion along the reaction coordinate. It requires \(\hbar|\omega^\ddagger|\ll k_BT\). For hydrogen in the clamped frame \(\hbar|\omega^\ddagger|=8.08\) mRy, and

\[
\frac{\hbar|\omega^\ddagger_H|}{k_BT}=\frac{8.082}{2.5334}=3.19,
\]

which is not small. As a first estimate, a parabolic barrier multiplies each rate by \((u/2)/\sin(u/2)\) with \(u=\hbar|\omega^\ddagger|/k_BT<2\pi\). Here this is 1.60 for hydrogen and 1.25 for deuterium, which would raise the clamped ratio by a factor of 1.28, from 3.8 to 4.9; at \(u=1\) for hydrogen the factor would be only 1.02. The ratio of about 3.6 to 3.8 is therefore the transition-state value of this harmonic model, and a comparison with experiment would need a separate treatment of tunnelling. Anharmonicity is also left out, and its size is not estimated here. For the frequency calculation posed at the outset, the requirement is one matrix of second derivatives at the resting precursor and one at the saddle, each diagonalized with both isotopic masses. If the molecule rotates freely, the rotational partition functions, which follow from the two geometries and the masses, must be included as well. The imaginary frequency, left out of the zero-point sum, then gives a first indication, from the curvature at the top of the barrier only, of whether the result can stand without tunnelling. The remaining values are in the numerical output.

## Values computed for the example and the checks

```
INPUTS
mass of H, D (units of 2 m_e): 918.58, 1835.74
sqrt(m_D/m_H): 1.4137
temperature: 400 K;  kT: 2.5334 mRy
reactant force constants: [0.64 0.12 0.12] Ry/bohr^2
saddle f, f12, g: 0.08, 0.14, 0.08 Ry/bohr^2
saddle bond length: 3.0 bohr; angle: 90 degrees
saddle constant along transfer: -0.0600 Ry/bohr^2
saddle constant across transfer: 0.2600 Ry/bohr^2
CLAMPED FRAME: omega_H, omega_D, zero-point difference (mRy)
C-H stretch: 26.396, 18.672, 3.862
each C-H bend: 11.430, 8.085, 1.672
saddle across: 16.824, 11.901, 2.462
saddle out of plane: 9.332, 6.601, 1.365
reactant total dZ_R: 7.207 mRy
opposing saddle total dZ_S: 3.827 mRy
net dZ_R - dZ_S: 3.380 mRy = 4.437 kJ/mol
sum sqrt(kappa), reactant: 1.4928 Ry^0.5/bohr
sum sqrt(kappa), saddle: 0.7927 Ry^0.5/bohr
KIE AT 400 K (dimensionless)
stretch zero-point loss only: 4.592
all reactant modes, no opposition: 17.194
factor from opposing saddle modes: 0.2208
net zero-point KIE: 3.796
excitation factor: 1.0034
full harmonic KIE: 3.809
KIE from grid levels: 3.809
imaginary frequency size, H: 8.082 mRy
same divided by kT: 3.190
TEMPERATURE: zero-point KIE, full harmonic KIE
300 K: 5.922, 5.909
400 K: 3.796, 3.809
600 K: 2.433, 2.488
1000 K: 1.705, 1.820
3000 K: 1.195, 1.461
ANGLE: across constant (Ry/bohr^2), full KIE at 400 K
90 degrees: 0.2600, 3.809
120 degrees: 0.1700, 4.541
150 degrees: 0.1041, 5.283
INVERSE CASE, saddle constants [0.8 0.7] Ry/bohr^2
KIE at 300 K: 0.559
MOVABLE FRAME: masses 12, 100 u; springs 0.30 Ry/bohr^2
C-H to C-D stretch frequency ratio: 1.3570
dZ_R, dZ_S: 6.986, 3.807 mRy
zero-point KIE at 400 K: 3.507
full harmonic KIE at 400 K: 3.591
classical limit, imaginary-frequency ratio: 1.3999
```
